# How far atoms diffuse during a ten-second anneal

**Question.** Atoms in a solid have a diffusivity $D=10^{-14}\ \mathrm{cm^2/s}$ and are held at temperature for $t=10$ s. How large is the characteristic length $L=2\sqrt{Dt}$, what does it say about the concentration profile, and how does it respond to time, temperature and the effects that a constant $D$ leaves out?

**Answer.** Since $1\ \mathrm{cm}=10^7$ nm, $1\ \mathrm{cm^2}=10^{14}\ \mathrm{nm^2}$. The diffusivity is therefore $1\ \mathrm{nm^2/s}$, and

$$Dt=10\ \mathrm{nm^2},\qquad L=2\sqrt{10}\ \mathrm{nm}=6.3\ \mathrm{nm}=6.3\times10^{-7}\ \mathrm{cm}.$$

The length grows as the square root of time: doubling it takes four times as long, here 40 s. It also grows as the square root of $D$, so a factor of two in the diffusivity changes $L$ by a factor of 1.4. The rest of the answer shows where the law comes from, what is found at depth $L$, and when the number fails.

## From hops to the diffusion equation

Let an atom hop along one axis by a distance $a$, at rate $k$ to the right and at the same rate $k$ to the left, each hop independent of the earlier ones. In time $t$ the numbers of right and left hops, $n_+$ and $n_-$, are independent Poisson variables, each with mean and variance $kt$. The displacement is $x=a(n_+-n_-)$. Its mean is zero, and the variances add:

$$\langle x^2\rangle=a^2(kt+kt)=2ka^2t .$$

The probability $P_n$ of being at site $n$ gains from both neighbours and loses by hops both ways:

$$\frac{dP_n}{dt}=k\,(P_{n+1}+P_{n-1}-2P_n).$$

If the concentration $C(x,t)$ varies slowly over one hop, then $C(x\pm a)\approx C\pm a\,\partial_xC+\tfrac12a^2\partial_x^2C$. The first-order terms cancel in the sum, which leaves

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2},\qquad D=ka^2,\qquad \langle x^2\rangle=2Dt .$$

The rms displacement along one axis is thus $\sqrt{2Dt}=4.5$ nm. With three independent axes the squares add to $6Dt$, and the rms distance is 7.7 nm. Neither equals $L$; the three lengths share one scaling law but have different prefactors.

On a simple cubic lattice there are six hop directions, so the total jump rate is $6k=6D/a^2$. For $a=0.25$ nm this is $6/0.0625=96$ per second, or 960 jumps in 10 s. The atom makes many jumps but ends only nanometres away, because most of them cancel. At times near $1/96$ s an atom has made about one jump. The variance is still $2Dt$, but the smooth profiles below do not yet apply.

## What is found at the distance L

**A thin buried source.** Let $N$ atoms per unit area start in a plane at $x=0$ inside an unbounded solid. The solution is

$$C=\frac{N}{\sqrt{4\pi Dt}}\,e^{-x^2/4Dt}.$$

To verify it, differentiate:

$$\frac{\partial C}{\partial t}=\left(-\frac1{2t}+\frac{x^2}{4Dt^2}\right)C,\qquad
\frac{\partial C}{\partial x}=-\frac{x}{2Dt}C,\qquad
\frac{\partial^2C}{\partial x^2}=\left(\frac{x^2}{4D^2t^2}-\frac1{2Dt}\right)C .$$

Multiplying the last expression by $D$ gives the first. Since $L^2=4Dt$, the exponent is $-x^2/L^2$, and the concentration at $x=L$ is $1/e=0.368$ of its central value. The fraction of atoms farther than $L$ from the source, counting both sides, is, with $y=x/L$,

$$\frac{2}{\sqrt\pi}\int_1^\infty e^{-y^2}dy=\operatorname{erfc}(1)=0.157 .$$

A lattice walk with 0.25 nm hops gives 0.3675 for the concentration ratio, against 0.3679 from the continuum formula. The finite hop length is unimportant here.

**A surface held at fixed concentration.** Let the solid fill $x>0$, be empty at first, be deep compared with $L$, and have $C=C_s$ at $x=0$. Nothing in this problem sets a length except $\sqrt{Dt}$, so try $C=C_sf(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Then $\partial_t\eta=-\eta/2t$ and $\partial_x\eta=1/(2\sqrt{Dt})$, and the diffusion equation becomes

$$-\frac{\eta}{2t}f'=D\,\frac{1}{4Dt}f''\quad\Longrightarrow\quad f''+2\eta f'=0 .$$

Hence $f'=Ae^{-\eta^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ require $A\sqrt\pi/2=-1$, so $f=\operatorname{erfc}(\eta)$. At $x=L$ the concentration is $\operatorname{erfc}(1)=0.157$ of the surface value.

The dose that has entered follows from integration by parts:

$$\int_b^\infty\operatorname{erfc}\eta\,d\eta=\Big[\eta\operatorname{erfc}\eta\Big]_b^\infty+\frac{2}{\sqrt\pi}\int_b^\infty\eta e^{-\eta^2}d\eta=\frac{e^{-b^2}}{\sqrt\pi}-b\operatorname{erfc}b .$$

With $b=0$ the dose is $C_sL/\sqrt\pi$, the content of a layer 3.6 nm thick at concentration $C_s$. Dividing the result for $b=1$ by that for $b=0$ gives the share lying deeper than $L$:

$$e^{-1}-\sqrt\pi\operatorname{erfc}(1)=0.089 .$$

So $L$ is not a front beyond which the solid is clean. If the solid has a uniform background doping of opposite type, $C_b=0.01\,C_s$, the junction lies where $\operatorname{erfc}(x/L)=0.01$, at 11.5 nm, nearly twice $L$.

## Changing temperature and changing diffusivity

If $D$ depends on time but not on position or concentration, define $\theta=\int_0^tD\,dt'$. Then $\partial_tC=D\,\partial_\theta C$, and the equation becomes $\partial_\theta C=\partial_x^2C$. The profiles, fractions and doses above hold with $Dt$ replaced by $\theta$, and $L=2\sqrt\theta$. For such a $D(t)$, $L$ grows as the square root of time only while $D$ stays constant in time.

For thermally activated diffusion, $D=D_0e^{-E/k_BT}$, so $\ln L$ contains the term $-E/2k_BT$. At fixed time and prefactor,

$$\frac{\delta L}{L}=\frac{E}{2k_BT^2}\,\delta T .$$

Take $E=3.5$ eV and $T=1273$ K, for which $k_BT=0.1097$ eV. A 10 K error gives 12.5 % by this linear estimate and 13.2 % from the full exponential when the temperature is too high.

An error in an activation energy taken from a first-principles calculation can matter more. If the energy is 0.1 eV too low, the predicted $D$ is too large by $e^{0.1/0.1097}=2.5$, and $L$ by the square root, 1.6. The calculated length would be 58 % too long, with $D_0$ held fixed.

Heating and cooling also add diffusion. For a linear ramp at rate $r$ between a low temperature and the peak $T$, the equivalent time at the peak is

$$t_r=\frac{e^{E/k_BT}}{r}\int^{T}e^{-E/k_BT'}dT' .$$

Because $e^{-E/k_BT'}=(k_BT'^2/E)\,\frac{d}{dT'}e^{-E/k_BT'}$, integration by parts gives a boundary term and a smaller integral containing $2k_BT'/E$. Treating that integral in the same way, and neglecting the lower limit, gives

$$t_r\approx\frac{k_BT^2}{Er}\left(1-\frac{2k_BT}{E}\right).$$

At 100 K/s this is $0.399\times0.937=0.374$ s; direct integration from 300 K gives 0.376 s. Two ramps raise the equivalent time to 10.75 s and $L$ to 6.6 nm. For a much shorter hold at the peak, the ramps could dominate.

## Beside a real anneal

The given $D$ and $t$ lie roughly in the regime of boron in silicon during a rapid thermal anneal near 1000 °C. The activation energy above is a rough value for that case. The simple cubic lattice is a counting model, not silicon's structure. The effects below are sized one at a time, with the other settings held fixed. With the settings chosen here, doping at ten times the intrinsic density moves the number most. The ranking depends on those settings: doping at the intrinsic density moves it less than the damage example, and a damage burst ten times stronger or longer would match the heavy-doping shift.

**Heavy doping.** Suppose an ionized acceptor moves with singly positive defects, whose number is proportional to the hole density $p$. Its diffusivity is then $Dp/n_i$, where $n_i$ is the intrinsic carrier density and $D$ is the value at $p=n_i$. The uneven hole density also sets up an electric field $(k_BT/e)\,\partial_x\ln p$, which drives the negative acceptors inward. Together,

$$J=-D\frac{p}{n_i}\left(\frac{\partial C}{\partial x}+C\frac{\partial\ln p}{\partial x}\right).$$

Neutrality, $p=C+n_i^2/p$, is a quadratic equation with positive root $p=\tfrac12(C+S)$, where $S=\sqrt{C^2+4n_i^2}$. Then $dp/dC=\tfrac12(1+C/S)=p/S$, so $d\ln p/dC=1/S$ and

$$D_{\rm eff}=D\,\frac{p}{n_i}\left(1+\frac CS\right).$$

This tends to $D$ for $C\ll n_i$ and to $2DC/n_i$ for $C\gg n_i$. For a surface held at fixed concentration $C_s$, the depth at which $C/C_s=0.157$ is found numerically:

| $C_s/n_i$ | $D_{\rm eff}/D$ at surface | depth (nm) |
|---|---|---|
| 0.1 | 1.1 | 6.5 |
| 1 | 2.3 | 8.0 |
| 10 | 20 | 20 |

In silicon near 1000 °C, $n_i$ is roughly $10^{19}\ \mathrm{cm^{-3}}$, so the last row corresponds to a surface concentration of roughly $10^{20}\ \mathrm{cm^{-3}}$. The depth is then three times the simple estimate. It is less than $\sqrt{20}$ times that estimate because $D_{\rm eff}$ falls as the concentration drops with depth. Local neutrality assumes a profile much wider than the Debye length, which is about 2 nm at this $n_i$ and temperature. With Poisson's equation in its place, the last two depths hardly change if the surface stays neutral, but fall to about 7.4 and 19 nm if the field at the surface is zero.

For a surface held at fixed $C_s$, and within local neutrality, the square-root law survives. With $C=g(\xi)$ and $\xi=x/\sqrt t$, the equation $\partial_tC=\partial_x(D_{\rm eff}\partial_xC)$ becomes $-\tfrac12\xi g'=(D_{\rm eff}g')'$, from which time has dropped out. For $C_s/n_i=10$, the numerical depth is 10 nm at 2.5 s and 20 nm at 10 s. The law does not carry over to a fixed dose $N$, as in an implanted layer. There the concentration falls as $N/w$ while the width $w$ grows, so for $C\gg n_i$ one has $w^2\sim(DN/n_iw)\,t$, and $w$ grows as $t^{1/3}$ once it exceeds the initial width.

**Implantation damage.** Excess point defects left by implantation can speed up diffusion for a while. As an illustration, not a measured case, let the diffusivity be $D(1+99e^{-t/\tau})$ with $\tau=0.1$ s. Then $\theta=10+99\times0.1=19.9\ \mathrm{nm^2}$ and $L=8.9$ nm. A burst lasting about a tenth of a second nearly doubles $\theta$.

**Initial width.** A buried layer that starts as a Gaussian of rms width 5 nm does not become 4.5 nm wider. The starting position and the later displacement are independent, so their variances add: $\sqrt{25+20}=6.7$ nm.

**Long flights.** Suppose that an atom, instead of making many short hops, is picked up occasionally by a mobile defect and carried a projected distance with density $e^{-|x|/\lambda}/2\lambda$. The mean square of one flight is $2\lambda^2$. Flights at rate $D/\lambda^2$ therefore give $\langle x^2\rangle=(Dt/\lambda^2)\,2\lambda^2=2Dt$, as before. For an illustrative $\lambda=2$ nm, however, the mean number of flights is only $10/4=2.5$. A fraction $e^{-2.5}=0.082$ of the atoms has not moved at all, and 0.142 of all the atoms lie beyond $L$ instead of 0.157. The far tail goes the other way: 0.017 lie beyond $2L$, against $\operatorname{erfc}(2)=0.005$ for the Gaussian. The Gaussian profile requires $Dt\gg\lambda^2$, a stronger demand than $Dt\gg a^2$ when flights are long.

The value 6.3 nm is therefore a sound scale for dilute atoms with a constant, known $D$ and many independent moves. For a heavily doped or freshly implanted layer, the diffusivity must first be corrected for concentration and damage. Further digits are in the numerical output.

## Values computed for the example and the checks

```
Diffusivity: 1.0e-14 cm^2/s = 1.000 nm^2/s
Time: 10.0 s
Product D*t: 10.000 nm^2
Length 2 sqrt(Dt): 6.325 nm = 6.325e-07 cm
rms displacement, one axis: 4.472 nm
rms displacement, three axes: 7.746 nm
Hop length: 0.25 nm
Total jump rate: 96.0 per s
Mean jumps per atom: 960
Thin source C(L)/C(0), formula: 0.3679
Thin source C(L)/C(0), lattice walk: 0.3675
Thin source fraction beyond L, formula: 0.1573
Thin source fraction beyond L, walk: 0.1573
Fixed surface C(L)/Cs, formula: 0.1573
Fixed surface C(L)/Cs, numerical: 0.1573
Dose divided by Cs: 3.568 nm
Share of dose deeper than L: 0.0891
Depth at 1 percent of Cs: 11.52 nm
Temperature: 1273 K; activation energy: 3.50 eV
Thermal energy kB T: 0.1097 eV
Temperature error: 10 K; L factor: 1.132
Linear estimate of relative shift in L: 0.1253
Barrier too low by 0.10 eV; L factor: 1.577
Same barrier error; D factor: 2.488
Ramp rate: 100 K/s; start: 300 K
Equivalent time of one ramp, quadrature: 0.3761 s
Equivalent time of one ramp, formula: 0.3740 s
L with heating and cooling ramps: 6.558 nm
Initial rms width: 5.00 nm; final: 6.708 nm
Transient initial D factor: 100; decay: 0.10 s
Integral of D with transient: 19.900 nm^2
L with transient: 8.922 nm
Cs/ni = 0.1: depth at C/Cs = erfc(1): 6.49 nm
Cs/ni = 0.1: surface D factor with field: 1.10
Cs/ni = 1.0: depth at C/Cs = erfc(1): 8.03 nm
Cs/ni = 1.0: surface D factor with field: 2.34
Cs/ni = 10.0: depth at C/Cs = erfc(1): 20.00 nm
Cs/ni = 10.0: surface D factor with field: 20.00
Cs/ni = 10.0: same depth at 2.5 s: 10.00 nm
Flight length: 2.00 nm; mean flights: 2.50
Fraction never moved, flight model: 0.0821
Fraction beyond L, flight model: 0.1420
```
